# Four polarization minima in an even eighth-order Landau energy: verification in Python

```python
"""Four-minimum criterion for an even eighth-order Landau energy.

F(p) = A p^2/2 + B p^4/4 + C p^6/6 + G p^8/8, x = p^2.
Result under test: exactly four minima with a maximum at p=0 occur
if and only if A<0, B>0, C<0, G>0 and the discriminant D of
A + B x + C x^2 + G x^3 is positive.
In the example p = P/(10 uC/cm2), so A, B, C, G are in J/cm3.
Useful unit identity: (J/cm3)/(uC/cm2) = MV/cm.
"""
from math import comb
import numpy as np
import sympy as sp
from scipy import constants as const

half_grid = np.geomspace(0.02, 8.0, 5000)
p_grid = np.concatenate((-half_grid[::-1], [0.0], half_grid))
x_grid = p_grid**2
zero_index = len(half_grid)


def energy(p, coefficients):
    A, B, C, G = coefficients
    x = p*p
    return x*(A/2 + x*(B/4 + x*(C/6 + x*G/8)))


def slope_factor(x, coefficients):
    A, B, C, G = coefficients
    return A + x*(B + x*(C + x*G))


def count_minima(coefficients):
    """Count minima from energy samples, without roots or discriminant."""
    f = energy(p_grid, coefficients)
    low = (f[1:-1] < f[:-2]) & (f[1:-1] < f[2:])
    z = zero_index
    zero_is_max = f[z] > f[z-1] and f[z] > f[z+1]
    return int(low.sum()), bool(zero_is_max)


def discriminant_terms(coefficients):
    A, B, C, G = coefficients
    return np.array([B**2*C**2, -4*G*B**3, -4*A*C**3,
                     18*A*B*C*G, -27*A**2*G**2])


def criterion(coefficients):
    A, B, C, G = coefficients
    return bool(A < 0 and B > 0 and C < 0 and G > 0
                and discriminant_terms(coefficients).sum() > 0)


def window(b):
    root = 2*(1-3*b)**1.5
    return (9*b-2-root)/27, (9*b-2+root)/27


# Discriminant from its definition as a product of root differences.
r1, r2, r3, lead = sp.symbols('r1 r2 r3 lead')
Cs = -lead*(r1+r2+r3)
Bs = lead*(r1*r2+r1*r3+r2*r3)
As = -lead*r1*r2*r3
from_roots = lead**4*((r1-r2)*(r1-r3)*(r2-r3))**2
from_coefficients = sum(discriminant_terms((As, Bs, Cs, lead)))
assert sp.expand(from_roots-from_coefficients) == 0

# General random coefficients, including negative and zero values.
rng = np.random.default_rng(12)
general_tested = 0
for trial in range(2500):
    coeffs = rng.uniform(0.1, 3.0, 4)*rng.choice([-1, 1], 4)
    if trial % 5 == 0:
        coeffs[rng.integers(4)] = 0.0
    terms = discriminant_terms(coeffs)
    # Nearly merged extrema cannot be resolved by a finite grid.
    if abs(terms.sum()) < 1e-4*np.abs(terms).sum():
        continue
    number, zero_max = count_minima(coeffs)
    assert (number == 4 and zero_max) == criterion(coeffs)
    assert number <= 4
    general_tested += 1

# Samples around the four-well region; also test window and well depths.
near_tested = four_well_cases = 0
for trial in range(2500):
    b, a = rng.uniform(0.1, 0.36), rng.uniform(0.002, 0.05)
    coeffs = np.array([-a, b, -1.0, 1.0])
    terms = discriminant_terms(coeffs)
    if abs(terms.sum()) < 1e-5*np.abs(terms).sum():
        continue
    number, zero_max = count_minima(coeffs)
    inside = False
    if b < 1/3:
        lower, upper = window(b)
        inside = max(0, lower) < a < upper
    assert (number == 4 and zero_max) == criterion(coeffs) == inside
    near_tested += 1
    if number == 4:
        four_well_cases += 1
        roots = np.sort(np.roots(coeffs[::-1]).real)
        difference = (energy(np.sqrt(roots[2]), coeffs)
                      - energy(np.sqrt(roots[0]), coeffs))
        h = (roots[2]-roots[0])/2
        m = (roots[2]+roots[0])/2
        assert np.isclose(difference, -2*h**3*(m-roots[1])/3,
                          rtol=1e-7, atol=1e-12)
        if abs(a-(9*b-2)/27) > 1e-6:
            assert (difference < 0) == (a > (9*b-2)/27)
assert general_tested > 2000 and four_well_cases > 100

# Cases showing that signs and discriminant are both needed.
signs_only = (-1., 1., -1., 1.)
disc_only_two = (-2., -1., 2., 1.)
disc_only_three = (2., -1., -2., 1.)
counterexamples = (signs_only, disc_only_two, disc_only_three)
counter_counts = [count_minima(c)[0] for c in counterexamples]
counter_discs = [discriminant_terms(c).sum() for c in counterexamples]
assert counter_counts == [2, 2, 3]
assert counter_discs[0] < 0 < min(counter_discs[1:])
for repeated_roots in ([.2, .2, .8], [.2, .8, .8], [.5, .5, .5]):
    assert count_minima(np.poly(repeated_roots)[::-1])[0] == 2

# Worked example: chosen round parameters, not a material fit.
P0 = 10.0  # uC/cm2
example = np.array([-600., 5600., -14000., 10000.])  # J/cm3
A, B, C, G = example
disc = discriminant_terms(example).sum()
x_roots = np.sort(np.roots(example[::-1]).real)
p_roots = np.sqrt(x_roots)
F_roots = energy(p_roots, example)
assert criterion(example) and count_minima(example) == (4, True)

curvatures = 2*x_roots*(B+2*C*x_roots+3*G*x_roots**2)
step = 1e-4
finite_curvatures = (energy(p_roots+step, example)-2*F_roots
                     + energy(p_roots-step, example))/step**2
assert np.allclose(curvatures, finite_curvatures, rtol=1e-4)
assert np.all(np.sign(curvatures) == [1, -1, 1])

b_example = B*G/C**2
a_example = -A*G**2/abs(C)**3
a_low, a_high = window(b_example)
alpha_edges = -np.array([a_high, a_low])*abs(C)**3/G**2


def bisect_edge(outside):
    inside = A
    for _ in range(35):
        middle = (inside+outside)/2
        if count_minima((middle, B, C, G))[0] == 4:
            inside = middle
        else:
            outside = middle
    return (inside+outside)/2


counted_edges = [bisect_edge(-1000.), bisect_edge(-300.)]
# The finite energy grid merges a very close minimum and maximum.
assert np.allclose(counted_edges, alpha_edges, rtol=2e-4)

# Uniform states lose stability where the second derivative vanishes.
spinodal_x = np.sort(np.roots([7*G, 5*C, 3*B, A]).real)
spinodal_p = np.sqrt(spinodal_x)
spinodal_fields = spinodal_p*slope_factor(spinodal_x, example)/P0
bounds = np.concatenate(([0.], p_roots))
for i in range(3):
    samples = np.linspace(bounds[i], bounds[i+1], 20001)
    fields = samples*slope_factor(samples**2, example)/P0
    extreme = fields.max() if i == 1 else fields.min()
    assert np.isclose(extreme, spinodal_fields[i], rtol=1e-6)

# Neglected effects. Material inputs here are rough working values.
temperature = 300.0
site_volume = 0.2             # nm3 per copper site
correlated_volume = 10.0      # nm3
gap, film = 1.0, 10.0         # nm
eps_gap, eps_film = 4.0, 7.0
stress = 0.1                 # GPa
electrostriction = 2.0       # magnitude, m4/C2
breakdown = 3.0              # MV/cm
P0_SI = P0*0.01              # C/m2
depol_shift = (P0_SI**2*gap/(const.epsilon_0
               * (eps_film*gap+eps_gap*film)))/1e6
stress_shift = 2*electrostriction*stress*1e9*P0_SI**2/1e6
alpha_margin = alpha_edges[1]-A


def smooth_coefficients(coefficients, variance):
    """Average F(p+s) over Gaussian s, dropping its constant part."""
    new = np.zeros(4)
    for n, coefficient in enumerate(coefficients, start=1):
        for k in range(1, n+1):
            moment = np.prod(np.arange(1, 2*(n-k), 2))
            new[k-1] += (coefficient*2*k/(2*n)*comb(2*n, 2*k)
                         * moment*variance**(n-k))
    return new


kT = const.k*temperature


def thermal_variance(volume):
    return kT/(volume*1e-21*curvatures[0])


variance_corr = thermal_variance(correlated_volume)
variance_site = thermal_variance(site_volume)
smoothed_corr = smooth_coefficients(example, variance_corr)
smoothed_site = smooth_coefficients(example, variance_site)
nodes, weights = np.polynomial.hermite_e.hermegauss(12)
weights /= weights.sum()
for variance, smoothed in ((variance_corr, smoothed_corr),
                           (variance_site, smoothed_site)):
    shifts = np.sqrt(variance)*nodes
    for p in (0.3, 0.7, 1.1):
        average = np.dot(weights, energy(p+shifts, example)
                         - energy(shifts, example))
        assert np.isclose(average, energy(p, smoothed), rtol=1e-9)

depol_example = example+np.array([depol_shift, 0, 0, 0])
stress_counts = [count_minima(example+np.array([s*stress_shift, 0, 0, 0]))[0]
                 for s in (-1, 1)]
combined = smoothed_corr+np.array([depol_shift+stress_shift, 0, 0, 0])
for altered in (depol_example, smoothed_corr, smoothed_site, combined):
    assert (count_minima(altered)[0] == 4) == criterion(altered)

site_meV = site_volume*1e-21/const.e*1000
barrier_inner = F_roots[1]-F_roots[0]
barrier_outer = F_roots[1]-F_roots[2]
stable_volume = 40*kT/barrier_inner/1e-21

print(f"Random general cases tested: {general_tested}")
print(f"Random near-window cases tested: {near_tested}")
print(f"Of these, four-well cases: {four_well_cases}")
for name, values, d, n in zip(
        ("Signs only", "D only, first", "D only, second"),
        counterexamples, counter_discs, counter_counts):
    print(f"{name}: coefficients {values}, D={d:.0f}, minima={n}")
print(f"Polarization scale: {P0:.0f} uC/cm2")
for name, value in zip(("alpha", "beta", "gamma", "delta"), example):
    print(f"{name}: {value:.0f} J/cm3")
print(f"Discriminant: {disc:.4e} (J/cm3)^4")
print(f"Reduced a: {a_example:.5f}; reduced b: {b_example:.5f}")
print(f"Window for a: {a_low:.5f} to {a_high:.5f}")
print(f"Equal-depth a: {(9*b_example-2)/27:.5f}")
print(f"Window for alpha: {alpha_edges[0]:.1f} to {alpha_edges[1]:.1f} J/cm3")
print(f"Window by counting: {counted_edges[0]:.1f} to {counted_edges[1]:.1f} J/cm3")
for i, name in enumerate(("Inner minimum", "Barrier top", "Outer minimum")):
    print(f"{name}: x={x_roots[i]:.5f}, P={P0*p_roots[i]:.3f} uC/cm2")
    print(f"  F={F_roots[i]:.3f} J/cm3, d2F/dp2={curvatures[i]:.1f} J/cm3")
print(f"Outer minus inner depth: {F_roots[2]-F_roots[0]:.3f} J/cm3")
print(f"Barrier from inner well: {barrier_inner:.3f} J/cm3")
print(f"Barrier from outer well: {barrier_outer:.3f} J/cm3")
print(f"Barrier at zero from inner well: {-F_roots[0]:.3f} J/cm3")
print(f"Inner barrier per site: {barrier_inner*site_meV:.2f} meV")
print(f"Zero barrier per site: {-F_roots[0]*site_meV:.2f} meV")
print(f"Temperature: {temperature:.0f} K; kT: {kT/const.e*1000:.2f} meV")
print(f"Volume for inner barrier of 40 kT: {stable_volume:.1f} nm3")
for i, name in enumerate(("Inner to negative side", "Inner to outer", "Outer to lower")):
    print(f"{name}: stability-limit field {spinodal_fields[i]:.2f} MV/cm")
print(f"Rough breakdown field: {breakdown:.0f} MV/cm")
print(f"Gap {gap:.0f} nm, film {film:.0f} nm; permittivities {eps_gap:.0f}, {eps_film:.0f}")
print(f"Depolarization shift: {depol_shift:.2f} J/cm3; minima: {count_minima(depol_example)[0]}")
print(f"Upward alpha margin: {alpha_margin:.1f} J/cm3")
print(f"Stress {stress:.1f} GPa; |Q| {electrostriction:.0f} m4/C2")
print(f"Stress shift magnitude: {stress_shift:.2f} J/cm3; minima: {stress_counts}")
for volume, variance, smoothed in (
        (correlated_volume, variance_corr, smoothed_corr),
        (site_volume, variance_site, smoothed_site)):
    print(f"Thermal volume {volume:.1f} nm3: rms P={P0*np.sqrt(variance):.3f} uC/cm2")
    print(f"  smoothed alpha={smoothed[0]:.1f} J/cm3, minima={count_minima(smoothed)[0]}")
print(f"Minima with combined upward shifts at 10 nm3: {count_minima(combined)[0]}")
print("all good")
```

Printed output:

```
Random general cases tested: 2500
Random near-window cases tested: 2497
Of these, four-well cases: 314
Signs only: coefficients (-1.0, 1.0, -1.0, 1.0), D=-16, minima=2
D only, first: coefficients (-2.0, -1.0, 2.0, 1.0), D=36, minima=2
D only, second: coefficients (2.0, -1.0, -2.0, 1.0), D=36, minima=3
Polarization scale: 10 uC/cm2
alpha: -600 J/cm3
beta: 5600 J/cm3
gamma: -14000 J/cm3
delta: 10000 J/cm3
Discriminant: 3.1520e+13 (J/cm3)^4
Reduced a: 0.02187; reduced b: 0.28571
Window for a: 0.01716 to 0.02516
Equal-depth a: 0.02116
Window for alpha: -690.5 to -471.0 J/cm3
Window by counting: -690.5 to -471.0 J/cm3
Inner minimum: x=0.17205, P=4.148 uC/cm2
  F=-20.961 J/cm3, d2F/dp2=574.9 J/cm3
Barrier top: x=0.44594, P=6.678 uC/cm2
  F=-12.863 J/cm3, d2F/dp2=-820.9 J/cm3
Outer minimum: x=0.78201, P=8.843 uC/cm2
  F=-26.842 J/cm3, d2F/dp2=3206.1 J/cm3
Outer minus inner depth: -5.880 J/cm3
Barrier from inner well: 8.098 J/cm3
Barrier from outer well: 13.978 J/cm3
Barrier at zero from inner well: 20.961 J/cm3
Inner barrier per site: 10.11 meV
Zero barrier per site: 26.17 meV
Temperature: 300 K; kT: 25.85 meV
Volume for inner barrier of 40 kT: 20.5 nm3
Inner to negative side: stability-limit field -7.97 MV/cm
Inner to outer: stability-limit field 4.94 MV/cm
Outer to lower: stability-limit field -10.38 MV/cm
Rough breakdown field: 3 MV/cm
Gap 1 nm, film 10 nm; permittivities 4, 7
Depolarization shift: 24.03 J/cm3; minima: 4
Upward alpha margin: 129.0 J/cm3
Stress 0.1 GPa; |Q| 2 m4/C2
Stress shift magnitude: 4.00 J/cm3; minima: [4, 4]
Thermal volume 10.0 nm3: rms P=0.268 uC/cm2
  smoothed alpha=-588.0 J/cm3, minima=4
Thermal volume 0.2 nm3: rms P=1.898 uC/cm2
  smoothed alpha=-218.2 J/cm3, minima=2
Minima with combined upward shifts at 10 nm3: 4
all good
```
